\section*{Comment on Reading Linewidth at Half Maximum in Electron Microscopy}

\section{The argument under comment}

The argument concerns a straight line scanned across its width in a scanning electron microscope. It runs as follows. A symmetric probe blurs an edge, but the blurred edge still passes through half of its height at the true edge position. A line has two edges. Therefore the distance between the two half-height points is the linewidth, whatever the size of the probe. Since only positions matter, the profile may first be divided by its peak, so that no signal calibration is needed.

The first statement is correct for a single edge. The question is whether it survives when the second edge is close, and what the half-maximum width then measures. I also consider two repairs that could be offered in defence of the argument: subtracting the probe width in quadrature, and inverting the full blur model with a known probe.

\section{The model}

Let the line occupy $|x|<w/2$ and be much longer than the probe is wide. Its signal is higher than that of the surroundings by a constant $A$, and this surrounding level has been subtracted. The surface is flat, the edges are sharp, and the signal is linear in the beam current. The probe is a round Gaussian of standard deviation $\sigma$. Such a Gaussian is a product of one factor in $x$ and one in $y$, and the factor along the line integrates to one. What remains is
\begin{equation}
g(x)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-x^2/2\sigma^2}.
\end{equation}
Setting $g(x)=g(0)/2$ gives $x^2=2\sigma^2\ln 2$, so the full width of the probe at half maximum is
\begin{equation}
F=2\sqrt{2\ln 2}\,\sigma\approx 2.355\,\sigma .
\end{equation}

With the probe centred at $x$, the signal is $A$ times the share of the probe that falls on the line:
\begin{equation}
S(x)=A\int_{-w/2}^{w/2}g(x-t)\,dt .
\label{eq:conv}
\end{equation}
The substitution $v=(t-x)/(\sqrt2\,\sigma)$, with $\operatorname{erf}z=(2/\sqrt\pi)\int_0^z e^{-v^2}dv$ and the oddness of $\operatorname{erf}$, gives
\begin{equation}
S(x)=\frac A2\left[\operatorname{erf}\frac{x+w/2}{\sqrt2\,\sigma}
-\operatorname{erf}\frac{x-w/2}{\sqrt2\,\sigma}\right].
\label{eq:erf}
\end{equation}
Its slope is $S'(x)=A[g(x+w/2)-g(x-w/2)]$. For $x>0$ the first argument is the larger in magnitude, so the slope is negative. The peak is therefore at $x=0$, and each side has one half-peak point. The measured width $W$ is defined by
\begin{equation}
S(W/2)=\tfrac12 S(0).
\end{equation}

\section{Where the argument fails}

An isolated edge is the case in which the other edge has moved to infinity. One error function in Eq.~(\ref{eq:erf}) is then $\pm1$, and the signal at the edge is $A/2$, as the argument says. For a line of finite width, define
\begin{equation}
u=\frac{w}{2\sqrt2\,\sigma}.
\end{equation}
Equation~(\ref{eq:erf}) gives the signals at the centre and at a true edge:
\begin{equation}
S(0)=A\operatorname{erf}u,\qquad
S(w/2)=\frac A2\operatorname{erf}(2u).
\label{eq:peak}
\end{equation}
Both are lower than the argument assumes. The peak does not reach $A$, because part of the probe overhangs the line even when centred. The edge signal does not reach $A/2$, because part of the probe extends past the far edge. Their ratio is
\begin{equation}
\frac{S(w/2)}{S(0)}=\frac{\operatorname{erf}(2u)}{2\operatorname{erf}u}>\frac12 ,
\end{equation}
since $\operatorname{erf}$ increases. At the true edge the normalised profile is still above one half, so the half-peak point lies outside the line and $W>w$.

Returning to the fixed threshold $A/2$ does not rescue the argument. By Eq.~(\ref{eq:peak}) the edge signal is below $A/2$, so any crossing lies inside the line and the width comes out too small. If $\operatorname{erf}u<1/2$, there is no crossing at all.

\section{What the width measures instead}

To compare $W$ with the probe, write the shifted Gaussian as
\begin{equation}
g(x-t)=g(t)\,e^{-x^2/2\sigma^2}\,e^{xt/\sigma^2}.
\end{equation}
Insert this in Eq.~(\ref{eq:conv}). The range of $t$ and the factor $g(t)$ are symmetric, so only the even part of $e^{xt/\sigma^2}$ contributes, which is $\cosh(xt/\sigma^2)$. Division by $S(0)=A\int_{-w/2}^{w/2} g(t)\,dt$ gives
\begin{equation}
\frac{S(x)}{S(0)}=e^{-x^2/2\sigma^2}M,\qquad
M=\frac{\int_0^{a}g(t)\cosh(xt/\sigma^2)\,dt}{\int_0^{a}g(t)\,dt},
\quad a=\frac w2 .
\label{eq:M}
\end{equation}
The first factor is the peak-normalised probe. The line enters through $M$ alone, an average of the hyperbolic cosine over the line.

For $x\neq0$ the average exceeds one. At $x=F/2$ the first factor equals one half, so the normalised signal there is above one half, and $W>F$. The width also grows with $w$. Differentiating the quotient at fixed $x$ gives
\begin{equation}
\frac{dM}{da}=\frac{g(a)\left[\cosh(xa/\sigma^2)-M\right]}{\int_0^a g(t)\,dt}>0,
\end{equation}
because an average over $0<t<a$ of a function that increases with $t$ is less than its value at $a$. A wider line thus raises the normalised signal at every $x\neq0$ and pushes the half-peak point outward.

When $w\to0$ at fixed $x$, the argument of the hyperbolic cosine vanishes over the whole line and $M\to1$. The normalised profile becomes the normalised probe, and $W\to F$. The roles have been exchanged: a line much narrower than the probe acts as a fine slit that maps the probe.

This does not depend on the Gaussian shape. For any continuous blur $p(x)$, Eq.~(\ref{eq:conv}) with $p$ in place of $g$ gives $S(x)\approx Aw\,p(x)$ for a narrow line. Dividing by the peak removes $Aw$, and with it the linewidth.

\section{How fast each limit is reached}

\subsection{Narrow lines}

For $w\ll\sigma$, expand $\cosh z=1+z^2/2+\dots$ in Eq.~(\ref{eq:M}). To leading order $g(t)$ is constant over the line, so the mean of $t^2$ is that of a uniform distribution, $w^2/12$. Then
\begin{equation}
M=1+\frac{x^2w^2}{24\sigma^4}+O(w^4).
\end{equation}
The condition $e^{-x^2/2\sigma^2}M=1/2$ becomes, after taking logarithms and changing sign,
\begin{equation}
\frac{x^2}{2\sigma^2}-\frac{x^2w^2}{24\sigma^4}=\ln2+O(w^4).
\end{equation}
Multiplication by $2\sigma^2$ gives $x^2(1-w^2/12\sigma^2)=2\sigma^2\ln2$ to this order, hence $x^2=2\ln2\,(\sigma^2+w^2/12)$. With $W=2x$,
\begin{equation}
W^2=8\ln2\left(\sigma^2+\frac{w^2}{12}\right)+O(w^4)
=F^2+c\,w^2+O(w^4),\qquad c=\frac{2\ln2}{3}\approx0.462 .
\label{eq:narrow}
\end{equation}
The variances of probe and line add. Taking the square root gives $W\approx F+cw^2/(2F)$. There is no term linear in $w$, which is why the width hardly responds to a narrow line.

\subsection{Wide lines}

For $w\gg\sigma$, put the half-peak point at $w/2+\delta$. Equations~(\ref{eq:erf}) and (\ref{eq:peak}) require
\begin{equation}
\operatorname{erf}\frac{w+\delta}{\sqrt2\,\sigma}-\operatorname{erf}\frac{\delta}{\sqrt2\,\sigma}
=\operatorname{erf}u .
\end{equation}
With $\operatorname{erfc}=1-\operatorname{erf}$ this is
\begin{equation}
\operatorname{erf}\frac{\delta}{\sqrt2\,\sigma}
=\operatorname{erfc}u-\operatorname{erfc}\frac{w+\delta}{\sqrt2\,\sigma}.
\end{equation}
The last term has an argument more than twice $u$ and is negligible beside the first. Since $\delta$ is small, $\operatorname{erf}z\approx2z/\sqrt\pi$ gives $\delta\approx\sqrt{\pi/2}\,\sigma\operatorname{erfc}u$. Both sides of the line shift, so
\begin{equation}
W-w\approx2\delta=\sqrt{2\pi}\,\sigma\operatorname{erfc}u
=\sqrt{2\pi}\,\sigma\left[1-\frac{S(0)}{A}\right].
\label{eq:wide}
\end{equation}
The excess width is proportional to the shortfall of the peak and dies out rapidly. Here the argument under comment works. Solving $W/w=1.10$ and $W/w=1.01$ numerically with the full profile gives $w=1.31F$ and $w=2.00F$. In this model, half-peak width is thus good to 1\% once the line is at least twice as wide as the probe.

\section{A thin layer in cross-section}

Consider a thin layer seen edge-on in a flat, polished chip cross-section, with a probe of $F=4$~nm. Then $\sigma=4/2.355=1.699$~nm. The table gives $W$ from numerical root-finding on the convolution integral, with the probe held fixed.

\begin{center}
\begin{tabular}{rrrr}
$w$ (nm) & $W$ (nm) & $S(0)/A$ & $\sqrt{W^2-F^2}$ (nm)\\
0.5 & 4.01 & 0.117 & 0.34\\
1 & 4.06 & 0.232 & 0.68\\
2 & 4.24 & 0.444 & 1.40\\
4 & 5.00 & 0.761 & 3.00\\
8 & 8.08 & 0.981 & 7.02\\
16 & 16.00 & 1.000 & 15.49
\end{tabular}
\end{center}

For the 1~nm layer, Eq.~(\ref{eq:narrow}) gives $W=\sqrt{16+0.462}=4.057$~nm, against 4.058~nm from the full profile. The argument under comment would report a layer four times too thick. For the 8~nm layer, Eq.~(\ref{eq:wide}) gives an excess of $2.507\times1.699\times0.0185=0.079$~nm, as in the table. The 2~nm layer peaks below $A/2$, so the fixed threshold finds no width for it.

The layers of 0.5 and 1~nm show what normalisation discards. Their normalised profiles differ nowhere by more than 0.008 of the peak, while their unnormalised peaks differ by a factor of 1.98.

\section{Two possible repairs}

\subsection{Subtraction in quadrature}

One might reply that the probe width should be removed through $\sqrt{W^2-F^2}$. By Eq.~(\ref{eq:narrow}) this tends to $\sqrt c\,w=0.68\,w$ for narrow lines, an error of $-32\%$ relative to $w$. Variances add under convolution, but squared half-maximum widths in general do not; for Gaussians they do. A rectangle of width $w$ has standard deviation $w/\sqrt{12}$, and a Gaussian with that standard deviation has a half-maximum width of $0.68\,w$.

For wide lines $W\approx w$, and the subtraction gives $\sqrt{w^2-F^2}\approx w-F^2/(2w)$. For the 16~nm layer this is $16-0.5=15.5$~nm. Here the correction spoils a width that was already right.

\subsection{Inversion with a known probe}

Since $W$ grows steadily with $w$, an ideal measurement of $W$ with known $F$ does determine $w$. The difficulty is sensitivity. Hold $W$ fixed in Eq.~(\ref{eq:narrow}) and vary $F$. Then $0=2F\,dF+2cw\,dw$, so
\begin{equation}
\frac{dw}{w}=-\frac{F^2}{c\,w^2}\,\frac{dF}{F}.
\end{equation}
For the 1~nm layer the factor is $-16/0.462=-34.6$. A finite difference on the full profile gives $-33.7$, the difference coming from the neglected higher orders in $w$.

If $F$ is taken 1\% too small, the full inversion returns 1.29~nm; if 1\% too large, 0.56~nm. If $F$ is overestimated by more than $4.058/4-1=1.45\%$, the assumed probe is wider than the measured profile, and no linewidth fits.

\section{Where the linewidth is kept}

Integrate Eq.~(\ref{eq:conv}) over all $x$ and exchange the order of integration:
\begin{equation}
\int_{-\infty}^{\infty}S(x)\,dx
=A\int_{-w/2}^{w/2}dt\int_{-\infty}^{\infty}g(x-t)\,dx=Aw .
\end{equation}
The inner integral is one for any normalised blur, so neither the width nor the shape of the probe matters. If $A$ is known from a wide region of the same material under the same conditions, the area divided by $A$ is the linewidth. A 1\% error in $A$ then gives an error of about 1\% in $w$, in place of the factor of 34 above.

The peak height carries the same information if $\sigma$ is known. For small $u$, $\operatorname{erf}u\approx2u/\sqrt\pi$, so
\begin{equation}
S(0)\approx\frac{A\,w}{\sqrt{2\pi}\,\sigma}.
\end{equation}
For the 1~nm layer this is $0.235A$, against $0.232A$ from Eq.~(\ref{eq:peak}). With a Gaussian probe, a narrow line changes the height of the profile in first order and its width in second order. Dividing by the peak removes the larger effect and keeps the smaller.

The area method has its own weakness, the baseline. An error of $0.01A$ in the subtracted level, integrated over a window of $\pm10$~nm, adds $0.01\times20=0.20$~nm to a 1~nm layer.

\section{Counting noise}

For the 1~nm layer the whole effect of the line on the width is $W-F=0.058$~nm. Whether this can be seen depends on the dose. Take a beam of 10~pA, a dwell of 1~$\mu$s per pixel, pixels of 0.5~nm, and 500 rows added along the layer. Each pixel column then receives
\begin{equation}
\frac{10^{-11}\,\mathrm{A}\times10^{-6}\,\mathrm{s}\times500}{1.602\times10^{-19}\,\mathrm{C}}
\approx3.12\times10^4
\end{equation}
beam electrons. Let the mean number of detected secondary electrons per beam electron be 1.0 on the layer and 0.6 around it, so that $A$ corresponds to 0.4.

I simulated 400 such scans over $\pm15$~nm with Poisson counts, and fitted each by least squares with a Gaussian plus a constant. The fitted width has a mean of 4.06~nm and a standard deviation of 0.12~nm, twice the effect sought. In roughly a third of the scans (30\% of these 400, with a sampling uncertainty of about 2 percentage points) it falls below $F$, and no linewidth can be inferred from it. From the same fits, the area of the Gaussian divided by the known $A$ gives a linewidth of 1.00~nm with a standard deviation of 0.03~nm.

These figures are optimistic. Secondary electrons released by one beam electron arrive together, which makes the fluctuations larger than Poisson: if each beam electron releases a Poisson number of secondaries, the two standard deviations rise to about 0.15 and 0.04~nm. Also, the assumed numbers per beam electron are typical of all emitted secondaries, so they allow for no detection losses.

\section{Relation to a real cross-section}

A probe of a few nanometres is a rough typical value for low-voltage imaging, and layers of one to a few nanometres occur as barriers and liners in chip wiring. The yields above are round numbers of the usual order. Real sections depart from the model in several ways, sized here for the 1~nm layer with rough assumed inputs, one at a time, against the ideal $W=4.06$~nm. Secondary electrons emerging to either side of the beam, with a distribution across the line that falls off exponentially with a decay length of 1~nm, raise $W$ to 4.91~nm. Sideways wandering of the layer with a Gaussian distribution of 0.5~nm rms, averaged along its length, raises it to 4.23~nm. Leftover background of 5\% of the peak gives 4.21~nm. If 20\% of the signal comes from secondaries released by backscattered electrons, spread with a standard deviation of 15~nm, $W$ is 4.14~nm. Each of these shifts exceeds the 0.058~nm contributed by the line.

The lateral escape is the largest of them. With it, a vanishingly thin layer would show 4.86~nm, so the limit of $W$ is the width of the total blur and not of the beam alone. A reader of the table who knew only the beam width would take 4.91~nm for a layer of about 3.8~nm. The area is unaffected by this spread, provided the spread is the same in both materials and lies within the window. The broad backscatter signal does not lie within it: integration over $\pm10$~nm then returns 0.90~nm for the 1~nm layer.

A barrier or liner often separates a metal from a dielectric, so the signal levels on its two sides differ, whereas the model has one common level. Suppose a step of $0.1A$, blurred by the same probe, is added at the centre of the 1~nm layer and only the lower level is subtracted. Then $W$ becomes 4.96~nm, and the area over $\pm10$~nm returns 2.0~nm. For such a layer the step must be modelled and removed before either method is used.

Raised lines are outside this analysis. Their side walls emit extra electrons and produce bright edges, so the unblurred signal is not a rectangle and half of the peak has no simple relation to the edge position.

\section{Assessment}

For a nearly Gaussian blur, the argument should be restricted to lines at least about twice as wide as the total blur, for flat samples with the background removed. A blur with tails needs a larger tolerance. With the lateral escape assumed above, the width is 1.7\% too large at twice the half-maximum width of the blur, against 1\% for a pure Gaussian. With the backscatter share assumed above, the width is still 3.4\% too large at twice the half-maximum width of the blur, and 2.0\% too large at four times. For narrower lines the report should give the unnormalised profile, the signal $A$ of a wide reference region and the treatment of the baseline. For the Gaussian and tailed blurs used here, a peak-normalised width close to that of the blur shows only that the line is narrower than the blur; it is not a measurement of the linewidth. For the Gaussian probe, a width just 5\% above $F$ already corresponds to a line of $0.46F$.
